# Energy levels of the Dirac electron in a uniform magnetic field, part 1

(Sections cited here and not found follow in the second part.)

An electron enters the bore of a magnet whose field is uniform over the region it explores. Along the field it moves freely. Across the field it circles, and quantum mechanics allows the circling only in discrete amounts of energy. The electron also carries a spin magnetic moment, which gains or loses energy according to its orientation. In the nonrelativistic Pauli theory with $g=2$, turning the spin over costs exactly one quantum of orbital motion, so an orbital level with spin up coincides with the next higher orbital level with spin down, and only the lowest level has no partner. There the coincidence depends on a value of $g$ put in by hand. The Dirac equation has no adjustable $g$, and it remains meaningful when the cyclotron quantum approaches the rest energy. The question is what its levels are at any field strength and how many states each level holds.

## 1. Conventions, and the case without a field

Units are $\hbar=c=1$ until section 10. The electron has mass $m>0$ and charge $-e$ with $e>0$. The field is $\mathbf B=B\hat{\mathbf z}$ with $B>0$, static and uniform. There is no electric field, and the electron has only the magnetic moment that the Dirac equation gives it. With $\mathbf p=-i\nabla$ and a vector potential obeying $\nabla\times\mathbf A=\mathbf B$, the kinetic momentum of a charge $q$ is $\mathbf p-q\mathbf A$, so here

$$\boldsymbol\pi=\mathbf p+e\mathbf A .$$

The Hamiltonian, in the Dirac representation, acts on four-component spinors made of an upper and a lower two-spinor:

$$H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta m=\begin{pmatrix} m&\boldsymbol\sigma\cdot\boldsymbol\pi\\ \boldsymbol\sigma\cdot\boldsymbol\pi&-m\end{pmatrix},$$

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix}.$$

The Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. The symbols $\uparrow$ and $\downarrow$ denote the eigenvectors of $\sigma_z$ with eigenvalue $s=+1$ and $s=-1$, and $\tfrac12\boldsymbol\Sigma$ is the spin operator.

For $\mathbf A=0$ the components of $\mathbf p$ commute with each other and with $H$, and on a plane wave they are numbers. Then $\boldsymbol\sigma\cdot\mathbf p$ is a Hermitian $2\times2$ matrix with
$$(\boldsymbol\sigma\cdot\mathbf p)^2=(\delta_{ij}+i\epsilon_{ijk}\sigma_k)p_ip_j=\mathbf p^2,$$
because $p_ip_j$ is symmetric in $i,j$ and $\epsilon_{ijk}$ is antisymmetric. This is a special case of a structure that recurs below, so it is solved once in general form.

**Block lemma.** Let $M$ be a Hermitian $d\times d$ matrix with $M^2=k^2\cdot 1$, and let
$$h=\begin{pmatrix}m&M\\M&-m\end{pmatrix},\qquad E=+\sqrt{m^2+k^2}.$$
Multiplying out,
$$h^2=\begin{pmatrix}m^2+M^2&mM-Mm\\ Mm-mM&M^2+m^2\end{pmatrix}=E^2\cdot 1,$$
so every eigenvalue of $h$ is $+E$ or $-E$. The trace of $h$ is $dm-dm=0$. If $d_+$ and $d_-$ are the multiplicities, then $d_++d_-=2d$ and $(d_+-d_-)E=0$, and since $E>0$ this gives $d_+=d_-=d$. For any $d$-vector $\chi$ define
$$\psi_+(\chi)=\frac{1}{\sqrt{2E(E+m)}}\begin{pmatrix}(E+m)\chi\\M\chi\end{pmatrix},\qquad \psi_-(\chi)=\frac{1}{\sqrt{2E(E+m)}}\begin{pmatrix}-M\chi\\(E+m)\chi\end{pmatrix}.$$
These are eigenvectors, as follows from $M^2=k^2=(E-m)(E+m)$. Leaving out the common prefactor, the upper row of $h\psi_+$ is $m(E+m)\chi+(E-m)(E+m)\chi=E(E+m)\chi$, and the lower row is $(E+m)M\chi-mM\chi=E\,M\chi$. The upper row of $h\psi_-$ is $-mM\chi+(E+m)M\chi=-E\,(-M\chi)$, and the lower row is $-(E-m)(E+m)\chi-m(E+m)\chi=-E(E+m)\chi$. So $h\psi_\pm=\pm E\psi_\pm$. The inner products are
$$\psi_\pm(\chi)^\dagger\psi_\pm(\chi')=\frac{(E+m)^2+k^2}{2E(E+m)}\,\chi^\dagger\chi'=\frac{(E+m)\,[(E+m)+(E-m)]}{2E(E+m)}\,\chi^\dagger\chi'=\chi^\dagger\chi',$$
$$\psi_+(\chi)^\dagger\psi_-(\chi')=\frac{-(E+m)\chi^\dagger M\chi'+(E+m)\chi^\dagger M\chi'}{2E(E+m)}=0,$$
where $M^\dagger=M$ was used in both lines. An orthonormal basis of $d$ vectors $\chi$ therefore gives an orthonormal basis of $2d$ eigenvectors.

For the free electron $M=\boldsymbol\sigma\cdot\mathbf p$, $d=2$, $k^2=\mathbf p^2$: each momentum has two states at $+\sqrt{m^2+\mathbf p^2}$ and two at $-\sqrt{m^2+\mathbf p^2}$.

*Test.* At $\mathbf p=0$, $M=0$ and $E=m$, so $\psi_+=(\chi,0)$ and $\psi_-=(0,\chi)$. These are the eigenvectors of $H=\beta m$, as they must be.

## 2. What the field changes

The step $\epsilon_{ijk}p_ip_j=0$ fails for $\boldsymbol\pi$, whose components do not commute. For any function $g$ of position, $[p_i,g]f=-i\partial_i(gf)+ig\,\partial_if=-i(\partial_ig)f$. Since the $p_i$ commute among themselves and so do the $A_i$,
$$[\pi_i,\pi_j]=e[p_i,A_j]+e[A_i,p_j]=-ie(\partial_iA_j-\partial_jA_i)=-ie\,\epsilon_{ijk}B_k .$$
Only the field appears, so this holds in every gauge. For $\mathbf B=B\hat{\mathbf z}$,
$$[\pi_x,\pi_y]=-ieB,\qquad[\pi_x,\pi_z]=[\pi_y,\pi_z]=0 .$$
The gauge can be chosen with $A_z=0$ and $\mathbf A$ independent of $z$. Then $\pi_z=p_z$ commutes with $H$ and is treated as a number from here on.

*Test.* The sign of the commutator decides which spin has the lowest level, so it is checked against the Lorentz force. For $H_{\rm nr}=\boldsymbol\pi^2/2m$, and because the commutator is a number,
$$\dot\pi_x=i[H_{\rm nr},\pi_x]=\frac{i}{2m}\,2\pi_y[\pi_y,\pi_x]=\frac{i}{m}\,\pi_y\,(ieB)=-eB\,\frac{\pi_y}{m}.$$
The force on a charge $-e$ is $-e\,\mathbf v\times\mathbf B$, whose $x$ component is $-ev_yB$. With $v_y=\pi_y/m$ the two agree.

## 3. Transverse motion without spin

The operator $\pi_\perp^2=\pi_x^2+\pi_y^2$ is a sum of squares of two operators with a constant commutator, like the Hamiltonian of an oscillator. Define
$$a=\frac{\pi_x-i\pi_y}{\sqrt{2eB}},\qquad a^\dagger=\frac{\pi_x+i\pi_y}{\sqrt{2eB}} .$$
The two products are
$$2eB\,a^\dagger a=\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]=\pi_\perp^2-eB,\qquad 2eB\,aa^\dagger=\pi_x^2+\pi_y^2+i[\pi_x,\pi_y]=\pi_\perp^2+eB,$$
using $-i(-ieB)=-eB$ and $i(-ieB)=+eB$. Subtracting gives $[a,a^\dagger]=1$, and the first line gives
$$\pi_\perp^2=eB\,(2\hat N+1),\qquad \hat N=a^\dagger a .$$
For a positive charge the commutator $[\pi_x,\pi_y]$ changes sign, and $\pi_x+i\pi_y$ becomes the lowering operator.

The spectrum of $\hat N$ follows from the commutator. If $\hat N|\nu\rangle=\nu|\nu\rangle$ with unit norm, then $\nu=\|a|\nu\rangle\|^2\ge0$. From $[\hat N,a]=[a^\dagger,a]a=-a$ it follows that $\hat Na|\nu\rangle=(\nu-1)a|\nu\rangle$. Repeated lowering would reach a negative eigenvalue unless some step gives the zero vector, and since $\|a|\nu'\rangle\|^2=\nu'$ this happens only at $\nu'=0$. So $\nu$ is a non-negative integer $N$. In the other direction, $[\hat N,a^\dagger]=a^\dagger$ and $\|a^\dagger|N\rangle\|^2=\langle N|\hat N+1|N\rangle=N+1$. Starting from a normalized $|0\rangle$ with $a|0\rangle=0$, define $|N+1\rangle=a^\dagger|N\rangle/\sqrt{N+1}$. Then $a|N+1\rangle=(\hat N+1)|N\rangle/\sqrt{N+1}=\sqrt{N+1}\,|N\rangle$, so
$$a|N\rangle=\sqrt N\,|N-1\rangle,\qquad a^\dagger|N\rangle=\sqrt{N+1}\,|N+1\rangle .$$

The states become explicit in the Landau gauge $\mathbf A=(0,Bx,0)$, whose curl is $\partial_xA_y\,\hat{\mathbf z}=B\hat{\mathbf z}$. Nothing depends on $y$, so $p_y$ is conserved and the wave function carries the factor $e^{i(p_yy+p_zz)}$. Define the magnetic length, the orbit centre and a scaled coordinate:
$$l=\frac1{\sqrt{eB}},\qquad x_0=-p_yl^2,\qquad \xi=\frac{x-x_0}{l}.$$
Then $\pi_y=p_y+eBx=eB(x-x_0)=\sqrt{eB}\,\xi$ and $\pi_x=-i\partial_x=-i\sqrt{eB}\,\partial_\xi$, so
$$a=\frac{-i\partial_\xi-i\xi}{\sqrt2}=-i\,\frac{\xi+\partial_\xi}{\sqrt2},\qquad a^\dagger=+i\,\frac{\xi-\partial_\xi}{\sqrt2}.$$
The condition $a|0\rangle=0$ is the first-order equation $\phi_0'=-\xi\phi_0$, with the single solution $\phi_0=(\pi l^2)^{-1/4}e^{-\xi^2/2}$, normalized to $\int|\phi_0|^2dx=1$ by $\int e^{-\xi^2}d\xi=\sqrt\pi$. For each $p_y$ there is therefore exactly one ladder. The equation $a^\dagger f=0$ gives $f\propto e^{+\xi^2/2}$, which cannot be normalized. The operator $a$ has a kernel and $a^\dagger$ has none, and the unpaired level of the Dirac problem will come from this.

To climb the ladder, note that $(\xi-\partial_\xi)f=-e^{\xi^2/2}\,\partial_\xi(e^{-\xi^2/2}f)$, which is verified by differentiating the product. In repeated application the inner exponentials cancel, so
$$(\xi-\partial_\xi)^Ne^{-\xi^2/2}=(-1)^Ne^{\xi^2/2}\,\partial_\xi^Ne^{-\xi^2}=H_N(\xi)\,e^{-\xi^2/2},$$
where $H_N=(-1)^Ne^{\xi^2}\partial_\xi^Ne^{-\xi^2}$ is the Hermite polynomial of degree $N$. With $|N\rangle=(a^\dagger)^N|0\rangle/\sqrt{N!}$,
$$|N\rangle=i^N\phi_N(\xi),\qquad \phi_N=\frac{H_N(\xi)\,e^{-\xi^2/2}}{(\pi l^2)^{1/4}\sqrt{2^NN!}} .$$
The phase $i^N$ has no effect in a spinless problem. In a Dirac spinor, components with different $N$ stand side by side and their relative phase matters. Dropping $i^N$ while keeping real coefficients yields, whenever two values of $N$ are present, a spinor that does not solve the equation.

These functions are complete in $x$. Suppose a square-integrable $f$ is orthogonal to all $\phi_N$. Each power $\xi^j$ is a finite combination of Hermite polynomials, so $\int f\,\xi^je^{-\xi^2/2}d\xi=0$ for all $j$. In $F(\kappa)=\int f\,e^{-\xi^2/2}e^{i\kappa\xi}d\xi$ the exponential may be expanded and integrated term by term, because $|f|e^{-\xi^2/2}e^{|\kappa\xi|}$ is integrable by the Cauchy–Schwarz inequality. Every term vanishes, so the Fourier transform of $fe^{-\xi^2/2}$ is zero and $f=0$.

*Test.* For a spinless nonrelativistic particle $\pi_\perp^2/2m=(eB/m)(N+\tfrac12)$. The level spacing is $\omega_c=eB/m$, the classical cyclotron frequency that appeared in $\dot\pi_x=-\omega_c\pi_y$.

## 4. The square of the Hamiltonian

The calculation of section 1 is repeated with the order of factors kept. Antisymmetry of $\epsilon_{ijk}$ gives $\epsilon_{ijk}\pi_i\pi_j=\tfrac12\epsilon_{ijk}[\pi_i,\pi_j]$, and $\epsilon_{ijk}\epsilon_{ijl}=2\delta_{kl}$, so
$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+\frac i2\,\sigma_k\,\epsilon_{ijk}\,(-ie\,\epsilon_{ijl}B_l)=\boldsymbol\pi^2+e\,\boldsymbol\sigma\cdot\mathbf B=p_z^2+\pi_\perp^2+eB\sigma_z .$$
The off-diagonal blocks of $H^2$ cancel as in the lemma, because $m$ is a number, and the diagonal blocks are both $m^2+(\boldsymbol\sigma\cdot\boldsymbol\pi)^2$:
$$H^2=m^2+p_z^2+eB\,(2\hat N+1+\Sigma_z).$$
This operator is diagonal in $N$, in $s=\pm1$ and in the choice of upper or lower block. Since $1+s$ is $0$ or $2$, the bracket is an even integer. Define
$$n=N+\frac{1+s}{2},\qquad E_n^2=m^2+p_z^2+2n\,eB,\qquad n=0,1,2,\dots$$
A given $n\ge1$ arises in two ways, as $(N=n-1,\uparrow)$ and as $(N=n,\downarrow)$. The value $n=0$ arises only as $(N=0,\downarrow)$, because the alternative would need $N=-1$. In that level the spin term $-eB$ cancels the zero-point term $+eB$ exactly. The label $n$ is not the oscillator number $N$. Omitting the spin term gives $m^2+p_z^2+(2N+1)eB$, which is the Klein–Gordon result for a spinless particle.

*Test.* As $B\to0$ with $2neB=p_\perp^2$ held fixed, $E^2\to m^2+p_z^2+p_\perp^2$, the free result. At large $n$ the spacing is $E_{n+1}-E_n\approx dE_n/dn=eB/E_n$, obtained by differentiating $E_n^2$. This is the classical cyclotron frequency of a relativistic charge, whose momentum $\boldsymbol\pi=E\mathbf v$ turns at the rate $eB/E$ under the force $-e\mathbf v\times\mathbf B$.

The commutator, this form of $H^2$, and two statements of section 7 (that $\boldsymbol\Sigma\cdot\boldsymbol\pi$ commutes with $H$ and that $\Sigma_z$ does not) were also verified by symbolic algebra, applying the differential operators to four arbitrary functions of $x,y,z$. The identities hold in the Landau gauge and in the symmetric gauge $\mathbf A=\tfrac12B(-y,x,0)$.

Squaring leaves two matters open. At fixed $p_y$ and $p_z$ the eigenspace of $H^2$ has dimension four for $n\ge1$ and two for $n=0$, once upper and lower blocks are counted, and $H^2$ does not say how these states divide between $+E_n$ and $-E_n$. Also, a state such as $|n\rangle\!\downarrow$ in the upper block alone is an eigenstate of $H^2$ but not in general of $H$. Both need the first-order equation.

## 5. The first-order problem at $p_z=0$

Writing out the Pauli matrices,
$$\boldsymbol\sigma\cdot\boldsymbol\pi=\begin{pmatrix}p_z&\pi_x-i\pi_y\\ \pi_x+i\pi_y&-p_z\end{pmatrix}=\begin{pmatrix}p_z&\sqrt{2eB}\,a\\ \sqrt{2eB}\,a^\dagger&-p_z\end{pmatrix}.$$
The element $a$ turns $\downarrow$ into $\uparrow$ while lowering $N$ by one, and $a^\dagger$ does the reverse. Both moves leave $n=N+(1+s)/2$ unchanged. With $q_n=\sqrt{2neB}$ and $p_z=0$,
$$\boldsymbol\sigma\cdot\boldsymbol\pi\;|n\rangle\!\downarrow\;=\sqrt{2eB}\,\sqrt n\;|n-1\rangle\!\uparrow\;=q_n|n-1\rangle\!\uparrow,\qquad \boldsymbol\sigma\cdot\boldsymbol\pi\;|n-1\rangle\!\uparrow\;=q_n|n\rangle\!\downarrow .$$
The Hamiltonian applies $\boldsymbol\sigma\cdot\boldsymbol\pi$ while exchanging upper and lower blocks. For $n\ge1$ it therefore couples the four states in two separate pairs. The first pair is $|n-1\rangle\!\uparrow$ in the upper block with $|n\rangle\!\downarrow$ in the lower block. The second is $|n\rangle\!\downarrow$ in the upper block with $|n-1\rangle\!\uparrow$ in the lower block. In each pair
$$h=\begin{pmatrix}m&q_n\\q_n&-m\end{pmatrix},$$
which is the lemma with $d=1$: one state at $+\sqrt{m^2+2neB}$ and one at the negative value. Two pairs give two states of each sign. The pairs are distinguished by $\beta\Sigma_z$, which equals $(+1)(+1)=(-1)(-1)=+1$ on both members of the first pair and $-1$ on both members of the second. At $p_z=0$ this operator is conserved.

For $n=0$, $\boldsymbol\sigma\cdot\boldsymbol\pi\,|0\rangle\!\downarrow=0$ because $a|0\rangle=0$. The state $|0\rangle\!\downarrow$ in the upper block has $E=+m$, and in the lower block $E=-m$. There is one state of each sign.

*Test.* For $q_n\ll m$ the positive-energy states tend to the pure upper-block states $|n-1\rangle\!\uparrow$ and $|n\rangle\!\downarrow$, the degenerate pair of the Pauli theory. The lowest state has its spin opposite to $\mathbf B$, so the moment of the negative electron points along $\mathbf B$, which is the orientation of lowest magnetic energy.

## 6. General $p_z$

The diagonal elements $\pm p_z$ change neither $N$ nor $s$. The space spanned by $|n-1\rangle\!\uparrow$ and $|n\rangle\!\downarrow$ is therefore still mapped into itself, and in this ordered basis $\boldsymbol\sigma\cdot\boldsymbol\pi$ is the matrix
$$M_n=\begin{pmatrix}p_z&q_n\\q_n&-p_z\end{pmatrix},\qquad M_n^2=\begin{pmatrix}p_z^2+q_n^2&p_zq_n-q_np_z\\q_np_z-p_zq_n&q_n^2+p_z^2\end{pmatrix}=p_z^2+2neB\qquad(n\ge1).$$
For $n=0$ the space contains $|0\rangle\!\downarrow$ alone and $M_0=-p_z$, with $M_0^2=p_z^2$. Nothing is missed: every $|N\rangle\!\downarrow$ lies in the space $n=N$, every $|N\rangle\!\uparrow$ in the space $n=N+1$, and these states are complete for two-spinors at given $p_y,p_z$. The Hamiltonian is thus a direct sum of finite blocks
$$H_n=\begin{pmatrix}m&M_n\\M_n&-m\end{pmatrix},$$
and the lemma applies with $k^2=p_z^2+2neB$, $d=2$ for $n\ge1$ and $d=1$ for $n=0$. The result is

$$E=\pm E_n,\qquad E_n=\sqrt{m^2+p_z^2+2n\,eB},$$

with two states for each $n\ge1$ and one state for $n=0$, counted for each sign of the energy, each $p_z$ and each $p_y$. The fourfold count from $H^2$ is two signs of energy times two spin states, and reading it as a fourfold degenerate electron level is a mistake.

With $E=E_n$, the common factor $e^{i(p_yy+p_zz)}/\sqrt{2E(E+m)}$ left out, and components in the order upper $\uparrow$, upper $\downarrow$, lower $\uparrow$, lower $\downarrow$, the lemma with $\chi=(1,0)$ and $\chi=(0,1)$ gives
$$\psi_{+\uparrow}=\begin{pmatrix}(E+m)|n-1\rangle\\0\\p_z|n-1\rangle\\q_n|n\rangle\end{pmatrix},\quad \psi_{+\downarrow}=\begin{pmatrix}0\\(E+m)|n\rangle\\q_n|n-1\rangle\\-p_z|n\rangle\end{pmatrix},$$
$$\psi_{-\uparrow}=\begin{pmatrix}-p_z|n-1\rangle\\-q_n|n\rangle\\(E+m)|n-1\rangle\\0\end{pmatrix},\quad \psi_{-\downarrow}=\begin{pmatrix}-q_n|n-1\rangle\\p_z|n\rangle\\0\\(E+m)|n\rangle\end{pmatrix}.$$
At $n=0$ the two $\uparrow$ spinors vanish identically, since $q_0=0$ and there is no $|-1\rangle$. The two $\downarrow$ spinors survive with only $\downarrow$ components.

The 14 spinors for $n=0$ to $3$ (two for $n=0$, four for each other level) were inserted, with explicit Hermite functions and generic values of $m$, $eB$, $p_y$, $p_z$, into the differential operator $H$, and the residual $(H\mp E)\psi$, evaluated in extended precision at two sample points, was below $10^{-20}$ in every component. Their overlap matrix, computed by numerical quadrature in $x$, is the unit matrix.

*Test.* At $p_z=0$, $\psi_{+\uparrow}$ and $\psi_{-\downarrow}$ contain only the first pair of section 5, and $\psi_{+\downarrow}$ and $\psi_{-\uparrow}$ only the second. A different limit is $m\to0$. Then $H_0=-p_z\tau$, where $\tau=\begin{pmatrix}0&1\\1&0\end{pmatrix}$ exchanges upper and lower blocks and is the chirality matrix $\gamma^5$. The two $n=0$ states have $E=-p_z$ for chirality $+1$ and $E=+p_z$ for chirality $-1$. At positive energy the chirality $+1$ state has $p_z<0$ and spin down, so its spin is along its momentum, as a massless right-handed particle requires. The normalization factor of the lemma fails only at the single point $m=p_z=n=0$, where $H_0=0$ and any basis serves.

The negative-energy $n=0$ state also has spin down. An empty state of this kind is a positron, and removing a spin-down electron leaves spin up. This agrees with solving the problem for charge $+e$, where the spin term in $H^2$ is $-eB\Sigma_z$ and the unpaired level has $s=+1$. The gap between the branches is $2E_0\ge2m$ at any $B$: a static uniform magnetic field does not close it.

The Dirac levels are $E=\pm\sqrt{m^2+p_z^2+2n\,eB}$, with two states for each $n\ge1$ and one for $n=0$, counted for each sign of the energy, each $p_z$ and each $p_y$. What remains is the meaning of the spin label, the orbital degeneracy, the weak-field limit and the conditions for the pairing, and numerical examples with an independent check.
